# Bond-Breaking Quanta in a Doubly Degenerate Si-H Bend

**The situation.** A hydrogen atom bound to a silicon atom at a Si/SiO₂ interface can bend sideways in two perpendicular directions. If the surroundings are symmetric enough about the bond axis, the two bends have the same angular frequency \(\omega\). Treat them as independent harmonic modes with quantum \(\hbar\omega\). Mode 1 holds \(n_1\) quanta and mode 2 holds \(n_2\), each number being \(0,1,2,\dots\). Energies are measured from the vibrational ground level, so the zero-point energy does not appear and the energy of the pair is \((n_1+n_2)\hbar\omega\).

In equilibrium at temperature \(T\), each extra quantum multiplies the weight of a state by the Boltzmann factor

\[
q=e^{-\hbar\omega/kT},\qquad 0<q<1 .
\]

Suppose that the bond can break once the vibration holds at least \(N\) quanta. The question is how much the second bending direction helps.

## Part (a): one mode

**Question.** Find the normalized probability that one mode holds \(n\) quanta, and the probability \(P_1(N)\) that it holds at least \(N\).

**Answer.** The weights are \(q^n\). Their sum is the geometric series \(\sum_{n=0}^{\infty}q^n=1/(1-q)\), which converges because \(q<1\). Dividing each weight by this sum gives

\[
p_1(n)=(1-q)q^n .
\]

For the tail, write \(n=N+m\) with \(m\ge 0\):

\[
P_1(N)=\sum_{n=N}^{\infty}(1-q)q^n=(1-q)\,q^N\sum_{m=0}^{\infty}q^m=q^N .
\]

The factor \(1-q\) cancels against the series. Each further quantum demanded therefore lowers the probability by the same factor \(q\).

## Part (b): the pair

**Question.** Let \(P_2(N)\) be the probability that \(n_1+n_2\ge N\). By separating the cases according to the content of mode 1, show that

\[
P_2(N)=q^N\,[1+N(1-q)] .
\]

**Answer.** There are two exclusive cases.

If \(n_1\ge N\), mode 1 already meets the demand and mode 2 may hold anything. By part (a), this case has probability \(q^N\).

If \(n_1=k\) with \(k=0,1,\dots,N-1\), mode 2 must supply at least the missing \(N-k\) quanta. The modes are independent, so the two probabilities multiply:

\[
p_1(k)\,P_1(N-k)=(1-q)q^k\,q^{N-k}=(1-q)q^N .
\]

The dependence on \(k\) has cancelled: what mode 1 gains in probability by holding fewer quanta, mode 2 loses by having to hold more. There are \(N\) values of \(k\), and each contributes the same amount. Adding both cases,

\[
P_2(N)=q^N+N(1-q)q^N=q^N[1+N(1-q)] .
\]

Two small values of \(N\) show that the counting is right. For \(N=0\) the formula gives 1, as it must. For \(N=1\) it gives \(q(2-q)=1-(1-q)^2\), which is one minus the probability that both modes are empty.

## Part (c): the same result from the energy levels

**Question.** Find the degeneracy of the level with \(n\) quanta in total, and recover \(P_2(N)\) by summing over levels.

**Answer.** A total of \(n\) can be shared as \((n,0),(n-1,1),\dots,(0,n)\), which is \(n+1\) states. Each has probability \((1-q)q^{n_1}(1-q)q^{n_2}=(1-q)^2q^n\). The level therefore has probability

\[
p_2(n)=(n+1)(1-q)^2q^n .
\]

Put \(n=N+m\) in the tail:

\[
P_2(N)=(1-q)^2q^N\left[(N+1)\sum_{m=0}^{\infty}q^m+\sum_{m=0}^{\infty}m\,q^m\right].
\]

The first sum is \(1/(1-q)\). Differentiating it with respect to \(q\) gives \(\sum m\,q^{m-1}=1/(1-q)^2\), and multiplying by \(q\) gives the second sum, \(q/(1-q)^2\). Hence

\[
P_2(N)=q^N\left[(N+1)(1-q)+q\right]=q^N[1+N(1-q)],
\]

because \((N+1)(1-q)+q=N(1-q)+1-q+q\).

## Part (d): comparison with one mode

**Question.** Find the ratio \(R=P_2/P_1\). Discuss it for \(q\to0\) and \(q\to1\) at fixed \(N\), and in the classical limit, in which \(\hbar\omega\to0\) while the threshold energy \(N\hbar\omega\) and the temperature stay fixed.

**Answer.** Dividing the two results,

\[
R=1+N(1-q).
\]

Since \(0<1-q<1\), the ratio lies strictly between 1 and \(N+1\) for every \(N\ge1\).

*Cold limit, \(q\to0\).* Here \(R\to N+1\). Nearly all of the tail sits in its lowest level, \(n=N\), which has \(N+1\) states for the pair and one state for the single mode. The ratio counts states.

*Hot limit, \(q\to1\) at fixed \(N\).* Here \(R\to1\). Both probabilities approach 1, so a second mode has nothing left to improve.

*Classical limit.* Let \(X=N\hbar\omega/kT\) be fixed, so that \(q=e^{-X/N}\) with \(N\to\infty\). Expanding the exponential,

\[
N(1-q)=N\left(\frac{X}{N}-\frac{X^2}{2N^2}+\dots\right)=X-\frac{X^2}{2N}+\dots\to X ,
\]

and therefore \(R\to1+X\). Classical statistics gives the same answer directly. With \(y\) the energy divided by \(kT\), one oscillator has the probability density \(e^{-y}\). Two together have

\[
\int_0^y e^{-s}e^{-(y-s)}\,ds=y\,e^{-y},
\]

and integration by parts gives the tail \(\int_X^\infty y\,e^{-y}dy=(1+X)e^{-X}\). Dividing by the one-mode tail \(e^{-X}\) gives \(1+X\).

For a finite quantum, \(1-e^{-u}<u\) for every \(u>0\). With \(u=\hbar\omega/kT\) this gives \(N(1-q)<X\). The classical formula thus overestimates the advantage of the pair.

## Part (e): where the advantage comes from

**Question.** What part of \(P_2(N)\), for \(N\ge1\), belongs to states in which neither mode alone holds \(N\) quanta?

**Answer.** One mode fails to hold \(N\) quanta with probability \(1-q^N\), and both fail with probability \((1-q^N)^2\). At least one succeeds alone with probability

\[
1-(1-q^N)^2=2q^N-q^{2N}.
\]

Subtracting this from \(P_2\) leaves the shared part

\[
P_{\rm sh}(N)=q^N\left[N(1-q)-1+q^N\right].
\]

It vanishes for \(N=1\), since one quantum cannot be divided. For \(q\to0\), its fraction of \(P_2\) tends to \((N-1)/(N+1)\): of the \(N+1\) states in level \(N\), all but \((N,0)\) and \((0,N)\) are shared.

This matters for the meaning of \(R\). The quantity \(P_2\) is an occupation probability, not a breaking rate. The ratio of rates equals \(R\) if all states above the threshold escape equally fast, and slowly enough to leave the populations undisturbed. If the bond breaks only when one particular mode holds \(N\) quanta, the relevant probability is \(q^N\) and the advantage is gone. If either mode will do but shared energy will not, the advantage is \(2-q^N\), which is close to 2 when \(q^N\) is small. An intermediate case follows from the axial symmetry itself. Angular momentum about the bond axis is then conserved, and a nearly circular orbit holds its energy without moving far from the axis. If breaking requires the displacement to reach the radius at which the potential equals the threshold, the classical advantage for large \(X\) is about \(\sqrt{\pi X}\) rather than \(1+X\): about 12 instead of 45 for \(X=44\).

## Part (f): a bond in equilibrium

**Question.** Take \(\hbar\omega=0.080\) eV and a threshold energy of 1.5 eV. Find \(N\), and evaluate \(P_1\), \(P_2\) and \(R\) at 300 K and 400 K. By how much would the threshold of a single mode have to be lowered to give it the probability of the pair?

**Answer.** The threshold corresponds to \(1.5/0.080=18.75\) quanta. The number must be whole and must reach the threshold, so \(N=19\), with level energy 1.52 eV.

At 400 K, \(kT=0.0345\) eV and \(q=e^{-0.080/0.0345}=0.098\). Then

\[
P_1=q^{19}=7.1\times10^{-20},\qquad R=1+19(1-0.0982)=18.1,
\]

\[
P_2=R\,P_1=1.28\times10^{-18}.
\]

At 300 K, \(q=0.045\), \(P_1=2.9\times10^{-26}\), \(R=19.1\) and \(P_2=5.6\times10^{-25}\). Both ratios are close to the cold limit \(N+1=20\). The classical ratio \(1+X\), taken at the level energy \(N\hbar\omega=1.52\) eV, would be 45 at 400 K and 60 at 300 K, too large by factors of about 2.5 and 3. At 400 K the shared part is 89% of \(P_2\), close to the cold-limit value \(18/20\).

To express the gain as an energy, lower the single-mode threshold by \(\Delta E\) and treat the exponent as continuous. The requirement is \(e^{\Delta E/kT}=R\), so

\[
\Delta E=kT\ln R .
\]

At 400 K this is \(0.0345\times\ln 18.1=0.100\) eV, and at 300 K it is 0.076 eV. At these two temperatures the second mode is worth about one quantum. This is not a general rule: since \(R\) cannot exceed \(N+1\), the gain \(kT\ln R\) goes to zero as \(T\to0\). Warming from 300 K to 400 K does far more: it raises \(P_2\) by a factor of about \(2\times10^6\).

## Part (g): a bond driven by carriers

**Question.** Electrons passing the bond can also add or remove vibrational quanta. Let the rates for one mode be

\[
n\to n+1:\ (n+1)\gamma(n_B+p),\qquad n+1\to n:\ (n+1)\gamma(n_B+1+p),
\]

where \(\gamma\) is the phonon relaxation rate, \(n_B=1/(e^{\hbar\omega/kT}-1)\) is the Bose occupation at the lattice temperature, and \(p\) measures the carrier-induced rate in units of \(\gamma\). Show that the formula for \(P_2\) survives with a new \(q\), and evaluate it for \(p=0.75\) at 400 K, with \(\hbar\omega\) and \(N\) unchanged.

**Answer.** The rates assume one-quantum steps, the harmonic factor \(n+1\), and carriers that excite and de-excite with equal strength. They also assume that breaking is too slow to disturb the populations.

In the steady state no population accumulates in level 0, so the net flow between levels 0 and 1 is zero. Level 1 then has no net supply from below, so its net flow to level 2 is also zero, and so on up the ladder. Setting the upward flow equal to the downward flow on each rung,

\[
(n+1)\gamma(n_B+p)\,p_1(n)=(n+1)\gamma(n_B+1+p)\,p_1(n+1).
\]

The factor \((n+1)\gamma\) cancels, leaving a ratio that does not depend on \(n\):

\[
q=\frac{p_1(n+1)}{p_1(n)}=\frac{n_B+p}{n_B+1+p}.
\]

The distribution is again geometric. If each mode is driven in this way independently of the other, parts (a) to (e) apply with this \(q\). For \(p=0\) it reduces to \(n_B/(n_B+1)=e^{-\hbar\omega/kT}\), as required.

At 400 K, \(n_B=0.0982/(1-0.0982)=0.109\), so

\[
q=\frac{0.109+0.75}{1.109+0.75}=0.462 .
\]

An equilibrium bond would have this \(q\) at an effective temperature \(T_{\rm eff}=\hbar\omega/[k\ln(1/q)]\approx1200\) K, although the lattice remains at 400 K. The results are

\[
P_1=4.3\times10^{-7},\qquad R=1+19(1-0.462)=11.2,\qquad P_2=4.8\times10^{-6}.
\]

The drive raises \(P_2\) by more than twelve orders of magnitude but reduces the advantage of the pair from 18 to 11. The equivalent threshold reduction \(kT_{\rm eff}\ln R\) nevertheless grows to 0.25 eV, because \(kT_{\rm eff}\) is three times \(kT\) and the logarithm falls only slightly.

## Part (h): how far can the numbers be trusted?

**Question.** Estimate the effects of anharmonicity, of a splitting between the two bends, and of tunnelling. Then set the example beside a real interface.

**Answer.** Each effect is treated separately, with the other settings held fixed. The changed probabilities below come from direct numerical sums over states, and each factor is relative to the harmonic \(P_2\) of the same case.

*Anharmonicity.* Suppose that the gap above level \(n\) is \(80-n\) meV and that all \(n+1\) states of a level keep a common energy. Level \(n\) then lies at \(80n-n(n-1)/2\) meV. Level 21 is at 1470 meV and level 22 at 1529 meV, so 22 quanta are needed instead of 19. For the driven case, \(n_B\) is evaluated at each gap and \(p\) is kept the same on every rung.

| Case | \(P_2\) changes by factor | New \(R\) |
|---|---:|---:|
| 300 K | 0.87 | 22.1 |
| 400 K | 0.99 | 20.9 |
| driven | 0.23 | 12.9 |

In equilibrium the weight of a state depends on its energy, and the first level above threshold has moved only from 1520 to 1529 meV. Two things offset part of the loss: that level has 23 states instead of 20, and the levels above it are more closely spaced, so they add more to the tail. The driven bond has to be pumped up three more rungs, each with a population factor of about one half, so it suffers more. These factors depend strongly on the assumed loss of 1 meV per rung. With 2 meV per rung, 29 quanta are needed, and \(P_2\) rises roughly fourfold in equilibrium while it falls to roughly 0.04 of the harmonic value in the driven case. The true loss is hard to guess, because a harmonic bend holding 1.5 eV would swing the hydrogen by about 1.4 Å, nearly the Si-H bond length.

*Splitting.* Let the quanta be 77.5 and 82.5 meV. If the threshold remains at 19 quanta, \(P_2\) changes by factors of 1.75 at 300 K, 1.39 at 400 K and 1.01 in the driven case. If the threshold remains at 1.5 eV, the factors are 0.58, 0.63 and 0.84. The sign differs because a state with 19 quanta, \(b\) of them in the stiffer mode, has energy \(1472.5+5b\) meV. It reaches 1500 meV only for \(b\ge6\), so six of the 20 states drop out, and in equilibrium these are the most populated ones. For a barrier of fixed energy, the second count is the appropriate one.

*Tunnelling.* Let the barrier top be an inverted parabola with transmission

\[
\mathcal T(E)=\frac{1}{1+e^{2\pi(E_b-E)/\hbar\omega_b}},
\]

where \(E\) is the total vibrational energy, all of it assumed to be available for crossing, \(E_b=1.5\) eV, and \(\hbar\omega_b\) is assumed equal to 0.080 eV. Level 18 lies 0.06 eV below the top and has \(\mathcal T\approx e^{-2\pi\times0.75}\approx0.009\). Weighting all levels below threshold by their populations gives a contribution of 19% of \(P_2\) at 300 K, 8% at 400 K and 1% in the driven case. It is larger in the cold because the levels just below threshold are then more populated relative to those above. This counts only the gain from below the barrier top. Level 19 lies 0.02 eV above the top, where the same formula gives \(\mathcal T=1/(1+e^{-2\pi\times0.25})\approx0.83\), so reflection removes about 17% of that level's contribution. This loss is comparable to the gain at 300 K and larger than it in the other two cases.

*The real interface.* A bend quantum near 0.08 eV is a rough typical value for Si-H. The 1.5 eV threshold represents a low-barrier bending path; thermal dissociation of interface Si-H bonds is usually assigned a higher energy, roughly 2.5 eV or more. An extra 1 eV raises \(N\) from 19 to 32, and at 400 K each of the 13 added quanta costs about a factor of ten, so the absolute probability would fall by about thirteen orders of magnitude. The drive \(p=0.75\) is deliberately strong: for a vibrational lifetime of order 10 ps carriers must excite each mode out of its ground level at a rate of nearly \(10^{11}\) per second. Counting all steps up and down in both modes, this means about \(4\times10^{11}\) carrier-induced events per second at a single bond, probably beyond ordinary transistor operation. The assumption of slow breaking is also doubtful: escape above the barrier at a rate near \(\omega/2\pi\approx2\times10^{13}\) per second is about 200 times \(\gamma\). The levels above threshold are then drained, and the breaking rate is more than ten times smaller than the escape rate times \(P_2\). The ratio of pair to single-mode rates changes little, to 17.9 from 18.1 at 400 K and to 10.2 from 11.2 in the driven case. Real bonds at a disordered oxide interface also break the assumption of equal frequencies, which for the 5 meV splitting and 1.5 eV threshold above lowers \(P_2\) by roughly 15 to 40%; the size and even the sign of this change depend on where the threshold falls among the split levels, and at 300 K the factor runs from about 6 at a threshold of 1.445 eV to about 0.35 at 1.515 eV. Within the harmonic model the ratio \(R\) is much less sensitive to the barrier than the absolute probability is: at 400 K the extra 1 eV raises it only from 18 to \(1+32(1-0.098)\approx30\).

Numbers in the example were calculated in double precision.
